# Which modulus drives long surface ripples on a stressed film: a numerical check

```python
"""
Result under test: a film under stress sigma0 with surface ripple q*cos(k*x)
has surface elastic energy change -sigma0**2 * k * s * q * cos(k*x), where
s -> 2/M_substrate for a film much thinner than the wavelength, and
M = E/(1-nu**2). The first correction in k*h is tested too.
h: film thickness, k: wavenumber, q: ripple amplitude, gamma: surface energy,
s: surface strain amplitude k*U per unit shear traction amplitude.
Units: GPa and nm, so that 1 GPa nm = 1 J/m^2.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar, brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.constants import e as electron_charge


def isotropic(young, nu):
    """Return plane-strain stiffnesses c11, c13, c33, c55."""
    mu = young / (2 * (1 + nu))
    lam = young * nu / ((1 + nu) * (1 - 2 * nu))
    return lam + 2 * mu, lam, lam + 2 * mu, mu


def plane_modulus(young, nu):
    return young / (1 - nu**2)


def add_layer(base_compliance, stiffness, kh):
    """Carry (kU, kW, T, N) through a layer; return the new compliance."""
    c11, c13, c33, c55 = stiffness
    r = c13 / c33
    generator = np.array([[0, 1, 1 / c55, 0],
                          [-r, 0, 0, 1 / c33],
                          [c11 - c13**2 / c33, 0, 0, r],
                          [0, 0, -1, 0]])
    top = expm(generator * kh) @ np.vstack([base_compliance, np.eye(2)])
    return top[:2] @ np.linalg.inv(top[2:])


def half_space(stiffness):
    """A very thick layer on a rigid base."""
    return add_layer(np.zeros((2, 2)), stiffness, 14.0)


def layered_s(film, substrate, kh):
    return add_layer(half_space(substrate), film, kh)[0, 0]


def finite_element_ripple(film, substrate, kh, relative_amplitude=0.05):
    """Minimise the energy of the rippled body, with k = 1 and sigma0 = 1.
    Return s from the total energy and s from the surface displacement."""
    nx, n_sub, n_film = 20, 16, 2
    depth = 4 * np.pi
    ends = -depth * np.linspace(1, 0, n_sub + 1)**1.5
    ends = np.concatenate([ends, np.linspace(0, kh, n_film + 1)[1:]])
    levels = np.empty(2 * len(ends) - 1)
    levels[::2] = ends
    levels[1::2] = (ends[1:] + ends[:-1]) / 2
    columns = 2 * nx
    q = relative_amplitude * kh
    dofs = 2 * columns * len(levels)
    load = np.zeros(dofs)
    rows, cols, values = [], [], []
    points, weights = np.polynomial.legendre.leggauss(3)

    def shape(t):
        return (np.array([t * (t - 1) / 2, 1 - t * t, t * (t + 1) / 2]),
                np.array([t - 0.5, -2 * t, t + 0.5]))

    for ez in range(n_sub + n_film):
        in_film = ez >= n_sub
        c11, c13, c33, c55 = film if in_film else substrate
        elastic = np.array([[c11, c13, 0], [c13, c33, 0], [0, 0, c55]])
        for ex in range(nx):
            nodes, xy = [], []
            for b in range(3):
                for a in range(3):
                    i, j = 2 * ex + a, 2 * ez + b
                    x, z = 2 * np.pi * i / columns, levels[j]
                    if z > 0:
                        z *= 1 + relative_amplitude * np.cos(x)
                    nodes.append(j * columns + i % columns)
                    xy.append((x, z))
            xy = np.array(xy)
            index = np.array([[2 * n, 2 * n + 1] for n in nodes]).ravel()
            stiff = np.zeros((18, 18))
            for t1, w1 in zip(points, weights):
                n1, d1 = shape(t1)
                for t2, w2 in zip(points, weights):
                    n2, d2 = shape(t2)
                    local = np.array([np.outer(n2, d1).ravel(),
                                      np.outer(d2, n1).ravel()])
                    jac = local @ xy
                    grad = np.linalg.solve(jac, local)
                    area = np.linalg.det(jac) * w1 * w2
                    strain = np.zeros((3, 18))
                    strain[0, ::2] = grad[0]
                    strain[1, 1::2] = grad[1]
                    strain[2, ::2] = grad[1]
                    strain[2, 1::2] = grad[0]
                    stiff += area * strain.T @ elastic @ strain
                    if in_film:
                        np.add.at(load, index, area * strain[0])
            rows.append(np.repeat(index, 18))
            cols.append(np.tile(index, 18))
            values.append(stiff.ravel())
    matrix = coo_matrix((np.concatenate(values),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(dofs, dofs)).tocsc()
    free = np.arange(2 * columns, dofs)
    u = np.zeros(dofs)
    u[free] = spsolve(matrix[free][:, free], -load[free])
    energy_per_area = 0.5 * load @ u / (2 * np.pi)
    x = 2 * np.pi * np.arange(columns) / columns
    surface_u = u[-2 * columns::2]
    sine_amplitude = 2 * np.mean(surface_u * np.sin(x))
    return -4 * energy_per_area / q**2, -sine_amplitude / q


# Half-space compliances and the first film correction.
for young_f, nu_f, young_s, nu_s in [(125, .28, 130, .28),
                                     (300, .20, 100, .35),
                                     (40, .40, 200, .15)]:
    film, sub = isotropic(young_f, nu_f), isotropic(young_s, nu_s)
    m_f, m_s = plane_modulus(young_f, nu_f), plane_modulus(young_s, nu_s)
    base = half_space(sub)
    assert abs(base[0, 0] * m_s / 2 - 1) < 1e-6
    assert abs(base[0, 1] * 2 * sub[3] / (1 - 2 * nu_s) - 1) < 1e-5
    small = 1e-5
    numerical = (add_layer(base, film, small)[0, 0] - base[0, 0]) / small
    derived = 1 / film[3] + (1 - 2 * nu_s) / sub[3] - 4 * m_f / m_s**2
    scale = 1 / film[3] + 4 * m_f / m_s**2
    assert abs(numerical - derived) < 1e-3 * scale
    assert abs(layered_s(film, sub, 10.0) * m_f / 2 - 1) < 1e-4
    rigid = add_layer(np.zeros((2, 2)), film, 1e-3)[0, 0]
    assert abs(rigid * film[3] / 1e-3 - 1) < 1e-3

# Actual rippled body: energy and displacement against the layered result.
fe_film, fe_sub = isotropic(300, .20), isotropic(100, .35)
fe_results = []
for kh in (0.3, 0.03):
    by_energy, by_displacement = finite_element_ripple(fe_film, fe_sub, kh)
    expected = layered_s(fe_film, fe_sub, kh)
    fe_results.append((kh, by_energy / expected, by_displacement / expected))
    assert abs(by_energy / expected - 1) < 0.01
    assert abs(by_displacement / expected - 1) < 0.01

# Very thin film twice as stiff as its substrate: which modulus governs?
thin_s, _ = finite_element_ripple(isotropic(200, .3), isotropic(100, .3), .003)
ratio_to_substrate = thin_s * plane_modulus(100, .3) / 2
ratio_to_film = thin_s * plane_modulus(200, .3) / 2
assert abs(ratio_to_substrate - 1) < 0.02
assert abs(ratio_to_film - 1) > 0.5

# A long wave alone is not sufficient when the modulus contrast is extreme.
contrast_ratio = {}
for contrast in (0.01, 100.0):
    s_value = layered_s(isotropic(100, .28), isotropic(100 * contrast, .28), .1)
    leading = 2 / plane_modulus(100 * contrast, .28)
    contrast_ratio[contrast] = s_value / leading
assert contrast_ratio[0.01] < 0.1 and contrast_ratio[100.0] > 5

# Worked example: rough silicon-germanium on silicon parameters.
E_film, E_sub, nu = 125.0, 130.0, 0.28
h, misfit, gamma, atomic_volume = 5.0, 0.008, 1.2, 0.020
sigma0 = E_film * misfit / (1 - nu)
film = isotropic(E_film, nu)


def fastest_wavenumber(young_s, thickness):
    """Maximise the surface-diffusion growth rate, up to its mobility."""
    sub = isotropic(young_s, nu)
    base = half_space(sub)
    guess = 2 * sigma0**2 / (plane_modulus(young_s, nu) * gamma)

    def negative_rate(y):
        k = y * guess
        s_value = add_layer(base, film, k * thickness)[0, 0]
        return -(sigma0**2 * k**3 * s_value - gamma * k**4) / guess**4
    found = minimize_scalar(negative_rate, bounds=(0.2, 1.5),
                            method="bounded", options={"xatol": 1e-9})
    return found.x * guess


def neutral_leading(young_s):
    return 2 * sigma0**2 / (plane_modulus(young_s, nu) * gamma)


assert abs(fastest_wavenumber(E_sub, 1e-4) / (0.75 * neutral_leading(E_sub))
           - 1) < 1e-3

print("Finite elements / layered theory (film 300, substrate 100 GPa):")
for kh, energy_ratio, displacement_ratio in fe_results:
    print(f" kh={kh:.2f}: energy {energy_ratio:.5f}, "
          f"displacement {displacement_ratio:.5f}")
print("Thin film, E_f/E_s=2, kh=0.003, finite-element s divided by:")
print(f" 2/M_s: {ratio_to_substrate:.4f};  2/M_f: {ratio_to_film:.4f}")
print("Exact s / (2/M_s) at kh=0.1, extreme contrast:")
for contrast, value in contrast_ratio.items():
    print(f" E_s/E_f={contrast:g}: {value:.4f}")

M_film, M_sub = plane_modulus(E_film, nu), plane_modulus(E_sub, nu)
k_c = neutral_leading(E_sub)
k_fast = 0.75 * k_c
print("Example inputs:")
print(f" E_f={E_film:.0f} GPa, E_s={E_sub:.0f} GPa, nu={nu:.2f} (both)")
print(f" h={h:.1f} nm, misfit magnitude={misfit:.3f}")
print(f" gamma={gamma:.1f} J/m^2, atomic volume={atomic_volume:.3f} nm^3")
print(f"Film stress magnitude: {sigma0:.3f} GPa")
print(f"M_f={M_film:.2f} GPa, M_s={M_sub:.2f} GPa")
print(f"2 sigma0^2/M_s: {2 * sigma0**2 / M_sub:.5f} GPa")
print(f"Leading neutral k: {k_c:.5f} 1/nm")
print(f"Leading neutral wavelength: {2 * np.pi / k_c:.1f} nm")
print(f"Leading fastest k: {k_fast:.5f} 1/nm, kh={k_fast * h:.4f}")
to_meV = 1e-18 / electron_charge * 1e3
elastic_mu = atomic_volume * 2 * sigma0**2 / M_sub * k_fast * to_meV
capillary_mu = atomic_volume * gamma * k_fast**2 * to_meV
print("Chemical potential amplitudes, 1 nm ripple, fastest k:")
print(f" elastic -{elastic_mu:.4f} meV, capillary +{capillary_mu:.4f} meV")

print("Same film and stress, three substrates; fastest wavelength:")
for young_s in (E_sub / 2, E_sub, 2 * E_sub):
    lead = 2 * np.pi / (0.75 * neutral_leading(young_s))
    full = 2 * np.pi / fastest_wavenumber(young_s, h)
    print(f" E_s={young_s:.0f} GPa: leading {lead:.1f} nm, layered {full:.1f} nm")
stiff = isotropic(2 * E_sub, nu)
print(f"Layered s for E_s={2 * E_sub:.0f} GPa, in 1/TPa:")
print(f" limits: 2/M_s={2000 / plane_modulus(2 * E_sub, nu):.3f}, "
      f"2/M_f={2000 / M_film:.3f}")
for kh in (0.01, 0.1, 1.0, 5.0):
    print(f" kh={kh:g}: {1000 * layered_s(film, stiff, kh):.3f}")

# Sizes of neglected effects, using rough material values.
C11, C12, C44 = 166.0, 64.0, 80.0
s_100 = half_space((C11, C12, C11, C44))[0, 0]
s_110 = half_space(((C11 + C12) / 2 + C44, C12, C11, C44))[0, 0]
correction = layered_s(film, isotropic(E_sub, nu), k_fast * h) * M_sub / 2 - 1
growth_T, room_T, softening_rate = 850.0, 300.0, 7e-5
surface_stress = 1.0
wetting_energy, wetting_range = 0.1, 0.3
wetting = (wetting_energy / wetting_range**2 * np.exp(-h / wetting_range)
           / (gamma * k_fast**2))
burgers = 0.384


def dislocation_balance(thickness):
    """Line-tension balance for a 60-degree misfit dislocation."""
    return thickness - (burgers * (1 - nu / 4)
                        / (8 * np.pi * (1 + nu) * misfit * 0.5)
                        * (np.log(thickness / burgers) + 1))


critical_h = brentq(dislocation_balance, 4.0, 100.0)
assert critical_h > h
print("Neglected effects (rough sizes):")
print(f" finite thickness, change of driving: {100 * correction:+.2f} %")
print(f" cubic silicon C11,C12,C44={C11:.0f},{C12:.0f},{C44:.0f} GPa")
print(f"  change of driving along [100]: {100 * (s_100 * M_sub / 2 - 1):+.1f} %")
print(f"  change of driving along [110]: {100 * (s_110 * M_sub / 2 - 1):+.1f} %")
print(f" softening from {room_T:.0f} to {growth_T:.0f} K: "
      f"{100 * softening_rate * (growth_T - room_T):.1f} %")
print(f" surface stress {surface_stress:.1f} J/m^2, times misfit/gamma: "
      f"{100 * surface_stress * misfit / gamma:.2f} %")
print(f" prestress sigma0/M_s: {100 * sigma0 / M_sub:.2f} %")
print(f" wetting: {wetting_energy:.1f} J/m^2, range {wetting_range:.1f} nm")
print(f"  wetting term / capillary term: {wetting:.1e}")
print(f" misfit-dislocation critical thickness: {critical_h:.1f} nm")
print("all tests passed")
```

It prints:

```
Finite elements / layered theory (film 300, substrate 100 GPa):
 kh=0.30: energy 0.99986, displacement 0.99994
 kh=0.03: energy 0.99982, displacement 0.99989
Thin film, E_f/E_s=2, kh=0.003, finite-element s divided by:
 2/M_s: 0.9918;  2/M_f: 1.9835
Exact s / (2/M_s) at kh=0.1, extreme contrast:
 E_s/E_f=0.01: 0.0518
 E_s/E_f=100: 14.7941
Example inputs:
 E_f=125 GPa, E_s=130 GPa, nu=0.28 (both)
 h=5.0 nm, misfit magnitude=0.008
 gamma=1.2 J/m^2, atomic volume=0.020 nm^3
Film stress magnitude: 1.389 GPa
M_f=135.63 GPa, M_s=141.06 GPa
2 sigma0^2/M_s: 0.02735 GPa
Leading neutral k: 0.02279 1/nm
Leading neutral wavelength: 275.7 nm
Leading fastest k: 0.01709 1/nm, kh=0.0855
Chemical potential amplitudes, 1 nm ripple, fastest k:
 elastic -0.0584 meV, capillary +0.0438 meV
Same film and stress, three substrates; fastest wavelength:
 E_s=65 GPa: leading 183.8 nm, layered 248.9 nm
 E_s=130 GPa: leading 367.6 nm, layered 363.0 nm
 E_s=260 GPa: leading 735.1 nm, layered 634.5 nm
Layered s for E_s=260 GPa, in 1/TPa:
 limits: 2/M_s=7.089, 2/M_f=14.746
 kh=0.01: 7.268
 kh=0.1: 8.732
 kh=1: 13.498
 kh=5: 14.733
Neglected effects (rough sizes):
 finite thickness, change of driving: +0.98 %
 cubic silicon C11,C12,C44=166,64,80 GPa
  change of driving along [100]: -13.6 %
  change of driving along [110]: -22.2 %
 softening from 300 to 850 K: 3.8 %
 surface stress 1.0 J/m^2, times misfit/gamma: 0.67 %
 prestress sigma0/M_s: 0.98 %
 wetting: 0.1 J/m^2, range 0.3 nm
  wetting term / capillary term: 1.8e-04
 misfit-dislocation critical thickness: 12.4 nm
all tests passed
```
